Quantum reflection of thermionic electrons at an abrupt band step

An emitter fills the half-space x < 0 and a collector the half-space x > 0. The bottom of the emitter band is the zero of energy, and the collector band begins at V₀ > 0. The potential is flat on both sides and changes abruptly at x = 0. Electrons have the same isotropic effective mass m on both sides. The emitter is in thermal equilibrium at temperature T with Fermi level μ below V₀. An electron that enters the collector does not return, so the current considered is the one-way current from left to right.

The algebra uses atomic units, ħ = e = 1, and J is the magnitude of the current density. The thermal energy is written kT, while k₁ and k₂ are wavenumbers. The normal energy E belongs to motion along x, and ε = E − V₀ is its excess over the step. Two ratios will recur:

s = ε/V₀,  t = kT/V₀.

Classically every electron with E > V₀ crosses; call the resulting current J_cl. Quantum mechanics reflects some of these electrons. The multiplier F = J/J_cl measures the loss, and the result to be shown is

F → 2√(πt) as t → 0, provided V₀ − μ ≫ kT.

This is a leading low-temperature law. Its first correction is of relative order √t, which falls slowly, so the closed form valid at any t is also derived.

The potential depends on x alone, so the wavevector parallel to the interface is conserved. Because the masses are equal, the parallel kinetic energy is the same on both sides and cancels from the energy balance. Crossing is then a one-dimensional problem with

k₁ = √(2m(V₀ + ε)),  k₂ = √(2mε).

An incident wave of unit amplitude gives

ψ = exp(ik₁x) + r exp(−ik₁x) for x < 0,
ψ = a exp(ik₂x) for x > 0.

For equal masses both ψ and its derivative are continuous at x = 0:

1 + r = a,
k₁(1 − r) = k₂a.

Putting r = a − 1 in the second line gives k₁(2 − a) = k₂a, hence a = 2k₁/(k₁ + k₂). The transmission probability D is a ratio of fluxes, and flux is velocity times |ψ|². The velocity ratio is k₂/k₁, so

D = (k₂/k₁)a² = 4k₁k₂/(k₁ + k₂)².

Just above the step k₂ tends to zero while k₁ does not. The transmitted amplitude a then tends to 2, but the transmitted wave hardly moves, and D vanishes as 4k₂/k₁ = 4√s. These slow electrons are the ones that carry a cold thermionic current.

The current sums velocity, occupation and transmission over all states, with a factor 2 for spin:

J = 2∫ d³k/(2π)³ vₓ D / {1 + exp[(E + W − μ)/kT]}.

Here W is the parallel kinetic energy. Along x, vₓdkₓ = dE. In the plane, d²k = 2πk∥dk∥ = 2πm dW. The prefactor becomes 2·2πm/(8π³) = m/(2π²), and the integral over W from zero to infinity gives

J = (m kT/2π²) ∫ dE D(E) ln{1 + exp[(μ − E)/kT]}.

The integral starts at E = V₀, because no state in the collector carries current below it. If V₀ − μ ≫ kT, the exponential is small throughout this range and ln(1 + y) may be replaced by y, with a relative error below y/2. Writing E = V₀ + ε,

J = A*T² exp[−(V₀ − μ)/kT] F,
A* = mk²/(2π²),
F = ∫₀^∞ (dε/kT) exp(−ε/kT) D(ε).

In the definition of A*, k is Boltzmann's constant; in ordinary units A* = 4πemk²/h³. Setting D = 1 gives F = 1, so the factor before F is indeed J_cl. The multiplier is the transmission averaged over an exponential distribution of excess energies with mean kT.

To control this average, note that

[√(1 + s) + √s][√(1 + s) − √s] = 1.

With g = √(1 + s) − √s, the transmission becomes

D = 4√s √(1 + s) g².

Since g is the reciprocal of √(1 + s) + √s, it is no larger than 1/√(1 + s), and also no larger than 1. Hence √(1 + s)g² ≤ 1 and D ≤ 4√s. In the other direction, √(1 + s) ≥ 1 and g ≥ 1 − √s. For √s ≤ 1 this gives √(1 + s)g² ≥ (1 − √s)² ≥ 1 − 2√s; for larger s the last expression is negative and the inequality is obvious. Therefore

4√s − 8s ≤ D ≤ 4√s.

Now put ε = kT y, so that s = ty. The average of √s needs one integral, found with y = q² and an integration by parts:

∫₀^∞ √y exp(−y) dy = ∫₀^∞ 2q² exp(−q²) dq = ∫₀^∞ exp(−q²) dq = √π/2.

The average of 4√s is thus 4√t·√π/2 = 2√(πt), and the average of 8s is 8t. It follows that

2√(πt) − 8t ≤ F ≤ 2√(πt).

Division by 2√(πt) gives

1 − 4√(t/π) ≤ F/[2√(πt)] ≤ 1.

Both sides tend to 1 as t → 0, which proves the law. The leading formula is also an upper bound on the Boltzmann average F at every t.

The average can be done in closed form. Expanding g² = 1 + 2s − 2√(s(1 + s)) gives

D = 4(1 + 2s)√(s(1 + s)) − 8s(1 + s).

The second term averages to 8t + 16t², because the averages of s and s² are t and 2t². For the first term, set s = (cosh u − 1)/2. Then 1 + 2s = cosh u, while √(s(1 + s)) = (sinh u)/2 and ds = (sinh u)/2 du. With z = 1/(2t), the exponential is exp(−s/t) = exp(z)exp(−z cosh u), and the first term averages to

(4/t)(1/4)exp(z) ∫₀^∞ cosh u sinh²u exp(−z cosh u) du.

Since cosh u sinh²u = ½ sinh u sinh 2u, integration by parts turns the integral into

(1/z) ∫₀^∞ cosh 2u exp(−z cosh u) du = K₂(z)/z.

The last integral is the standard representation of the modified Bessel function K₂. As 1/(tz) = 2,

F = 2 exp(1/(2t)) K₂(1/(2t)) − 8t − 16t².

For small t, z is large and K₂(z) = √(π/2z) exp(−z)[1 + 15/(8z) + …]. This gives

F = 2√(πt) − 8t + (15/2)√π t^(3/2) + O(t²).

The lower bound therefore contains the correct first correction. In the opposite limit z is small and K₂(z) = 2/z² − ½ + …, so 2exp(z)K₂(z) = 4/z² + 4/z + 1 + …. The first two terms equal 16t² + 8t and cancel the subtractions, leaving F → 1. Electrons with energy far above the step are hardly reflected. This high-temperature limit concerns the averaging formula; as a current it still requires V₀ − μ ≫ kT, which a large t does not allow when μ lies above the band bottom.

At low temperature the T² of the classical law becomes T^(5/2). The measured slope also changes. Let β = 1/kT and hold V₀ and μ fixed. The apparent activation energy is

E_app = −d ln(J/T²)/dβ = V₀ − μ + kT d ln F/d ln t.

The logarithmic derivative tends to ½, so the activation energy is raised by kT/2 in the cold limit: reflection favours the faster electrons.

As an example take V₀ = 0.30 eV, μ = 0.15 eV, m = 0.07 electron masses and T = 77 K. Then kT = 0.006635 eV and t = 0.02212. The wavenumber in the emitter at the step energy is 0.0742 Å⁻¹, while an electron with ε = kT has 0.0110 Å⁻¹ in the collector. This mismatch gives D = 0.447 at that energy.

The Richardson constant is A* = 8.41 A/(cm² K²). The classical current is

J_cl = 8.41 × 77² × exp(−0.15/0.006635) A/cm² = 7.59 × 10⁻⁶ A/cm².

The leading multiplier is 2√(π × 0.02212) = 0.527, and the lower bound is 0.527 − 8 × 0.02212 = 0.350. The closed form gives F = 0.387, so

J = 0.387 × 7.59 × 10⁻⁶ A/cm² = 2.94 × 10⁻⁶ A/cm².

The leading law is 36% above the closed form, although kT is only about 2% of V₀. The reason is the square root in the correction. The ratio of closed form to leading law is 0.808 at t = 10⁻², 0.932 at 10⁻³ and 0.978 at 10⁻⁴. The excess of the leading law falls to 10% at t = 0.00187, which for this step means 6.5 K. There (V₀ − μ)/kT is about 267, and the current is far too small to measure. For an ideal step of this height the closed form is therefore the one to use, before the corrections for field and image force discussed below. At 300 K it gives 0.593, whereas the leading law would give 1.04, an impossible gain from reflection.

The apparent activation energy at 77 K is 0.1524 eV. Its rise above V₀ − μ is 0.0024 eV, less than kT/2 = 0.0033 eV because t is not yet small enough for the square-root law. A tangent to the plot of ln(J/T²) against 1/kT has an intercept that corresponds to the prefactor A*F exp(d ln F/d ln t). Here that is 8.41 × 0.387 × exp(0.00238/0.006635), or about 4.7 A/(cm² K²). Reflection thus lowers the apparent Richardson constant by less than it lowers the current.

The abrupt-step result needs a step that is sharp compared with 1/k₁, the emitter wavelength over 2π, which is about 13 Å here. A smooth step that can be solved shows this:

V(x) = V₀/[1 + exp(−x/b)].

Let α = k₁b, η = k₂b and y = −exp(−x/b), and write Δ for the operator y d/dy. Since d/dx = −Δ/b, the wave equation becomes

Δ²ψ + [(η² − α²y)/(1 − y)]ψ = 0.

A wave leaving to the right behaves as exp(ik₂x) = (−y)^(−iη) when y → 0. Put ψ = (−y)^(−iη)w, which replaces Δ by Δ − iη, and multiply by 1 − y:

Δ(Δ − 2iη)w = y[Δ + i(α − η)][Δ − i(α + η)]w.

This is the hypergeometric equation with parameters A = i(α − η), B = −i(α + η) and C = 1 − 2iη. Its solution equal to 1 at y = 0 behaves for y → −∞ as

Γ(C)Γ(B − A)/[Γ(B)Γ(C − A)] (−y)^(−A) + Γ(C)Γ(A − B)/[Γ(A)Γ(C − B)] (−y)^(−B).

After multiplication by (−y)^(−iη), the first term is the incident wave exp(ik₁x) and the second the reflected wave. Here B − A = −2iα and A − B = 2iα, whose gamma functions have equal modulus. For real q, |Γ(iq)Γ(1 + iq)| = π/|sinh πq|. With C − A = 1 − i(α + η) and C − B = 1 + i(α − η), the reflection probability is

R = sinh²[π(α − η)]/sinh²[π(α + η)].

For b → 0 this becomes [(k₁ − k₂)/(k₁ + k₂)]², the abrupt result. When πk₂b and π(k₁ − k₂)b are both large it falls as exp(−4πk₂b). The potential rises from 10% to 90% of V₀ over a width 2b ln 9. Averaging 1 − R over the thermal distribution by numerical quadrature gives F = 0.394 for a width of 5 Å and 0.865 for 100 Å. An interface graded over 5 Å is therefore practically abrupt here, while 100 Å of grading removes most of the reflection.

The chosen parameters lie in the rough range of an n-type III–V heterojunction, where a band offset of a few tenths of an eV and a light electron mass are typical. The Fermi level implies 4.9 × 10¹⁸ electrons per cm³, from n = (2mμ)^(3/2)/(3π²), which is heavy doping. A metal surface would be a poor example, since the image force rounds its barrier. In a real heterojunction the two masses differ, the bands are not parabolic, and the collector is neither field-free nor free of image forces. Each effect can be sized separately, with the other parameters held fixed.

With unequal masses the continuous quantities are ψ and ψ′/m, so k/m replaces k in D. Conserved parallel momentum also makes the effective step depend on W. For a collector mass of 0.09 electron masses, averaging over both energies gives F = 0.353, measured against the current without reflection for the same two masses. That reference current is itself larger than the equal-mass J_cl by 0.09/0.07, so relative to J_cl the multiplier is 0.454: reflection is stronger, yet the current rises. As t → 0 the shift of the step becomes negligible beside V₀, and the leading law is multiplied by √(0.07/0.09) = 0.88. Nonparabolicity acts the other way. If the emitter mass grows as 1 + E/(1.67 eV), a rough rate, k₁/m is lower and better matched; an estimate at normal incidence, with k₁² = 2m(E)E and ψ′/m(E) continuous, gives F ≈ 0.41. The figure depends on the matching rule: matching the group velocity instead, whose mass grows as 1 + 2E/(1.67 eV), gives about 0.46.

A field in the collector matters more. Let it exert a constant force f that accelerates electrons away from the step. The outgoing wave is Bi(−ζ) + iAi(−ζ), with ζ = (ε + fx)/θ and

θ = (f²/2m)^(1/3).

Matching this wave at x = 0 gives a transmission that stays finite at ε = 0 and continues below it as tunnelling through the triangular barrier. The closed form for a flat collector thus needs kT ≫ θ, and the leading law needs kT ≪ V₀ as well. At 0.001 MV/cm, θ = 0.0018 eV and F = 0.449. At 0.01 MV/cm, θ = 0.0082 eV exceeds kT and F = 1.58. This value is above 1 because J now includes electrons below V₀, while J_cl still counts only those above it.

The doped emitter also attracts an electron that has left it. A rough model adds −e²/[16πε₀εᵣ(x + x₀)] in the collector, with εᵣ = 12 and x₀ equal to the emitter's Thomas–Fermi screening length, 37 Å. The attraction is 0.0081 eV at the interface, comparable with kT. The wave equation was solved by cutting this potential into thin flat slices. The result is F = 0.526; its closeness to the leading value 0.527 is accidental. The attraction gives a threshold electron some speed just outside the step, which reduces the mismatch.

With a field of 0.001 MV/cm added, F = 0.670 relative to the original J_cl. Part of this is classical: field and image together lower the barrier top by 0.0031 eV, which multiplies the classical current by exp(0.0031/0.006635) ≈ 1.6. Relative to that larger classical current the multiplier is 0.42, of which about 0.01 is tunnelling just below the barrier top. Reflection still removes more than half of the current, but a comparison with the uncorrected barrier would hide much of the loss.

Tunnelling through a collector layer of finite thickness is small only if the layer is thick enough. For a flat layer 500 Å thick, with a region like the emitter behind it, the one-way flux below V₀ is about 10⁻³ of the thermionic current over a single step. At 200 Å it is about 370 times that current, and the thermionic picture fails. The second interface also reflects electrons above V₀: for the 500 Å layer it lowers the multiplier from 0.387 to 0.25 if they cross without scattering. The correction for degeneracy to the thermionic current is negligible, since exp[−(V₀ − μ)/kT] = 1.5 × 10⁻¹⁰.

Band bending in the emitter, scattering back from the collector and the change of μ with temperature are left out. The first can outweigh the reflection, because a shift of V₀ − μ by one kT, less than 0.007 eV, changes the current by a factor e. Even without an applied field, electrons are depleted just inside the step and leave positive charge there. A rough linear-screening estimate for this emitter lowers the barrier by about 0.02 eV. The currents quoted above therefore belong to the flat-potential model and are not predictions for a device. The multiplier 0.387 has the same effect as raising the barrier by −kT ln 0.387 = 0.95 kT. A single measured current therefore cannot reveal the reflection unless the barrier is known to well within one kT.

Numbers in the example were calculated in double precision.
